# Extrapolating Silicon Carbide Band Gaps from 3C, 6H and 4H to 2H

## Problem

Silicon carbide is built from Si-C bilayers stacked along one axis. Each bilayer occupies one of three lateral positions, A, B or C, and neighbouring bilayers occupy different positions. A bilayer is called hexagonal if the bilayers below and above it have the same lateral position, and cubic if they have different ones. The hexagonality $h$ of a polytype is the fraction of its bilayers that are hexagonal.

The repeating sequences and the measured indirect band gaps at low temperature are listed below. The gaps are rough values, rounded to 0.1 eV.

| Polytype | Sequence | Gap (eV) |
|---|---|---|
| 3C | ABC | 2.4 |
| 6H | ABCACB | 3.0 |
| 4H | ABCB | 3.3 |
| 2H | AB | 3.3 |

1. Find $h$ for each polytype, and state what a hexagonal bilayer changes in the distances between atoms.
2. Fit an unweighted least-squares line to the gaps of 3C, 6H and 4H, and extrapolate it to 2H.
3. Compare the result with the measured 2H gap. Decide whether the rounding of the data could account for the difference.
4. Compare the performance of the linear rule inside and outside the fitted range.
5. In 3C the conduction-band minimum lies at the cubic X points. In 6H it lies on the line M-L, in 4H at M, and in 2H at K. Taking these positions as given, explain why the extrapolation is unsafe, and say what the explanation leaves undetermined.
6. Estimate whether exciton binding or the change of the gaps up to 300 K could alter the conclusion.

## Solution

### 1. Hexagonality and its geometric meaning

Each sequence repeats periodically, so the last letter is also the lower neighbour of the first.

- In ABC the neighbours of every bilayer differ. None is hexagonal, and $h=0$.
- In ABCACB the first A lies between B and B, and the second A lies between C and C. The other four bilayers have unlike neighbours. Hence $h=2/6=1/3$.
- In ABCB the bilayers A and C each lie between two B bilayers. The two B bilayers lie between A and C. Hence $h=2/4=1/2$.
- In AB every bilayer has like neighbours, and $h=1$.

For the geometry, assume ideal tetrahedral bonds of length $d$. One bond of each atom is vertical. The other three are slanted, with a vertical component $d/3$ and a lateral component $\sqrt{1-1/9}\,d=\sqrt{8}\,d/3$. Successive bilayers are therefore separated by $d+d/3=4d/3$.

Place a Si atom of bilayer $i$ at height zero, and let each C atom sit a distance $d$ above the Si atom to which it is vertically bonded. The C atoms of bilayer $i-2$ then have height
$$
-2\cdot\frac{4d}{3}+d=-\frac{5d}{3}.
$$
If bilayers $i$ and $i-2$ have the same lateral position, one of these C atoms lies directly below the Si atom, at distance $5d/3\approx1.67d$. This is the condition for bilayer $i-1$ to be hexagonal. If the positions differ, the smallest lateral offset is $\sqrt8\,d/3$, and the distance is
$$
\sqrt{\frac{25}{9}+\frac{8}{9}}\;d\approx1.91d .
$$
Across a cubic bilayer, each Si atom has three such C atoms at $1.91d$. Across a hexagonal bilayer it has a single C atom at $1.67d$ instead, and the next C atoms of bilayer $i-2$ lie farther away, at $7d/3\approx2.33d$. Nine other C atoms at $1.91d$, six in bilayer $i$ and three in bilayer $i-1$, are present in either case. A hexagonal bilayer thus creates one unusually close Si-C pair per lateral cell, while the four nearest-neighbour bonds of each atom keep their length. The hexagonality counts these close pairs per Si atom.

### 2. The fitted line

Let $i$ run over 3C, 6H and 4H, and write the line as $E=c+bh$. Least squares minimises
$$
Q(c,b)=\sum_i (E_i-c-bh_i)^2 .
$$
Setting $\partial Q/\partial c=0$ gives $\sum_i(E_i-c-bh_i)=0$, so
$$
c=\bar E-b\bar h,
$$
where bars denote means over the three fitted polytypes. Setting $\partial Q/\partial b=0$ and inserting this $c$ gives
$$
\sum_i h_i\left[(E_i-\bar E)-b(h_i-\bar h)\right]=0 .
$$
The square bracket sums to zero, so $h_i$ in front of it may be replaced by $h_i-\bar h$. The term containing $\bar E$ then drops out, because $\sum_i(h_i-\bar h)=0$. The slope is
$$
b=\frac{1}{S}\sum_i(h_i-\bar h)E_i,\qquad S=\sum_i(h_i-\bar h)^2 .
$$
Since $Q$ is a sum of squares and the $h_i$ are not all equal, this stationary point is the unique minimum.

The mean hexagonality is
$$
\bar h=\frac13\left(0+\frac13+\frac12\right)=\frac{5}{18}=0.2778 ,
$$
and the deviations from it are $-5/18$, $1/18$ and $4/18$. Therefore
$$
S=\frac{25+1+16}{324}=\frac{7}{54}=0.1296 .
$$
With $\bar E=(2.4+3.0+3.3)/3=2.90$ eV, the slope and intercept are
$$
b=\frac{-5(2.4)+3.0+4(3.3)}{18\,S}\ \text{eV}
=\frac{4.2}{18(7/54)}\ \text{eV}=1.80\ \text{eV},
$$
$$
c=2.90\ \text{eV}-1.80\ \text{eV}\times\frac{5}{18}=2.40\ \text{eV}.
$$
Because $h$ has no unit, $b$ is the rise in gap per unit of hexagonality. At $h=1$ the line gives
$$
E_{\rm line}(1)=2.40\ \text{eV}+1.80\ \text{eV}=4.20\ \text{eV}.
$$

The line passes through all three rounded points, since $2.4+1.8/3=3.0$ and $2.4+1.8/2=3.3$. The zero residuals do not mean that the line is known without error. Each gap may still be wrong by its rounding, and three other gaps that round to the same values need not be collinear. A standard error computed from the residuals would be zero here and would mislead.

### 3. The excess and its uncertainty

The extrapolated gap exceeds the measured one by
$$
\Delta=E_{\rm line}(1)-E_{\rm 2H}=4.20\ \text{eV}-3.3\ \text{eV}=0.90\ \text{eV},
$$
which is 27 % of the measured 2H gap. The line predicts a rise of 1.8 eV from 3C to 2H, while the measured rise is 0.9 eV. The predicted rise is thus twice the measured one.

To see how errors in the data enter, write the extrapolated value as a weighted sum of the fitted gaps. From the formulas for $b$ and $c$,
$$
E_{\rm line}(1)=\bar E+b(1-\bar h)=\sum_i w_iE_i,
\qquad
w_i=\frac13+\frac{(1-\bar h)(h_i-\bar h)}{S}.
$$
Write the deviations as $h_i-\bar h=n_i/18$, with $n_i=-5,1,4$. Since $1-\bar h=13/18$ and $S=42/324$,
$$
w_i=\frac13+\frac{13n_i}{42}.
$$
The weights are
$$
w_{\rm 3C}=-\frac{17}{14},\qquad
w_{\rm 6H}=\frac{9}{14},\qquad
w_{\rm 4H}=\frac{11}{7}.
$$
They sum to one. The negative weight of 3C has a simple meaning: raising the gap at the low-$h$ end tilts the line downward at the far end.

Now let each of the four gaps have an error $\epsilon$ with $|\epsilon|\le\delta$. The excess changes by $\sum_i w_i\epsilon_i-\epsilon_{\rm 2H}$, whose magnitude obeys
$$
\left|\sum_i w_i\epsilon_i-\epsilon_{\rm 2H}\right|
\le\delta\left(1+\sum_i|w_i|\right)
=\delta\left(1+\frac{17+9+22}{14}\right)=\frac{31}{7}\,\delta .
$$
The bound is reached when every error has its least favourable sign. A common error limit can therefore be amplified by a factor of 4.43 in the excess. Of this, 3.43 comes from the extrapolation and 1 from the measured 2H gap.

Rounding to 0.1 eV gives $\delta=0.05$ eV, and the largest change is $4.43\times0.05\ \text{eV}=0.22$ eV. The excess lies between 0.68 and 1.12 eV. The lower end corresponds to gaps of 2.45, 2.95, 3.25 and 3.35 eV for 3C, 6H, 4H and 2H. Rounding cannot account for the excess.

The same bound shows how large the errors would have to be. For $\Delta$ to vanish, the error limit must satisfy
$$
\delta\ge\frac{0.90\ \text{eV}}{4.43}=0.20\ \text{eV}.
$$
This also limits every other straight line. Suppose some line came within $\delta$ of all four gaps. Moving each gap onto that line would require errors no larger than $\delta$. The first three moved gaps would be collinear, their fit would reproduce the line, and the excess would be zero. Hence $\delta$ must be at least 0.20 eV, four times the rounding error. This bound is not sharp: the 4H gap lies 0.45 eV above the chord from 3C to 2H, so the best possible line, $E=(2.625+0.9h)$ eV, still misses 3C, 4H and 2H by 0.225 eV. The failure is not peculiar to least squares: no straight line in $h$ describes all four gaps to within their rounding.

### 4. Inside and outside the fitted range

For a comparison inside the range, predict 4H from 3C and 6H alone. The line through those two points gives
$$
E_{\rm 4H}^{\rm pred}
=2.4\ \text{eV}+\frac{3.0-2.4}{1/3}\times\frac12\ \text{eV}
=3.30\ \text{eV}.
$$
As a weighted sum this is $-\tfrac12E_{\rm 3C}+\tfrac32E_{\rm 6H}$, so rounding can change it by at most $2\times0.05=0.10$ eV. The prediction agrees with the measured 3.3 eV. It is itself a short extrapolation, from $h=1/3$ to $h=1/2$, to the end of the fitted range. A true interpolation, 6H from 3C and 4H, gives $\tfrac13(2.4)+\tfrac23(3.3)=3.0$ eV. Both agreements restate that the three rounded points are collinear, so neither is an independent test. An ordered polytype outside the table is less favourable: 15R has $h=2/5$ and a gap of about 3.0 eV, while the line gives 3.12 eV with a rounding error of at most 0.05 eV. The error inside the range is then about 0.1 eV, against 0.9 eV at 2H.

Between 4H and 2H the mean slope is
$$
\frac{3.3-3.3}{1-1/2}\ \text{eV}=0.0\ \text{eV},
$$
with a rounding error of at most $(0.05+0.05)/0.5=0.20$ eV. The fitted slope of 1.80 eV has its own rounding error, at most
$$
\frac{0.05\,(5+1+4)}{18\,S}\ \text{eV}=0.21\ \text{eV}.
$$
The two slopes remain far apart. The data are compatible with a linear rule for these polytypes up to $h=1/2$, followed by a much smaller average rise. They do not prove that a linear section exists. The parabola $E=(2.36+2.60h-1.62h^2)$ eV gives 2.360, 3.047, 3.255 and 3.340 eV for 3C, 6H, 4H and 2H, which all round to the tabulated gaps. The four points therefore cannot tell a change of trend beyond 4H from a gradual bend that begins at 3C.

Even for $h\le1/2$, the rule cannot hold for every stacking arrangement, because $h$ does not record the order of the bilayers. Consider a thick slab of 3C joined to an equally thick slab of 2H. Apart from the few bilayers at the boundary, half of the bilayers are hexagonal, so $h\approx1/2$, as in 4H. Yet the 3C slab, if thick enough to keep its bulk bands, has a local gap of 2.4 eV. The gap of the whole structure can exceed that value only by the confinement energy of the slab, which vanishes as the slab thickens and is of order 0.01 eV for 10 nm with an electron mass near 0.3 electron masses, whereas the line gives 3.3 eV. A faulted crystal therefore needs more than its mean hexagonality to fix its gap.

### 5. Why a different valley makes the extrapolation unsafe

The valence-band maximum lies at the zone centre in all four polytypes, which is taken as given along with the conduction-band positions. The gap is set by the lowest of several conduction valleys:
$$
E_g=\min(E_{\rm M},E_{\rm K},\ldots),
$$
where $E_{\rm M}$ is the energy of the lowest conduction state with in-plane wave vector M, measured from the valence-band maximum, and $E_{\rm K}$ is defined likewise for K. The in-plane wave vector is a suitable label because all the polytypes have the same in-plane lattice, apart from small changes in lattice constant, which are neglected here.

To place 3C in this scheme, project its X points onto the plane normal to the stacking axis $\mathbf n=(1,1,1)/\sqrt3$. With cubic lattice constant $a_c$, one of them is $\mathbf X=(2\pi/a_c)(0,0,1)$, and
$$
\mathbf X_\parallel=\mathbf X-(\mathbf X\cdot\mathbf n)\mathbf n
=\frac{2\pi}{a_c}\left(-\frac13,-\frac13,\frac23\right).
$$
Take the in-plane lattice vectors $\mathbf t_1=(a_c/2)(1,-1,0)$ and $\mathbf t_2=(a_c/2)(0,1,-1)$. Then
$$
\frac{\mathbf X_\parallel\cdot\mathbf t_1}{2\pi}=0,\qquad
\frac{\mathbf X_\parallel\cdot\mathbf t_2}{2\pi}=-\frac12 .
$$
Twice $\mathbf X_\parallel$ is an in-plane reciprocal lattice vector, but $\mathbf X_\parallel$ itself is not. This identifies an M point. The X points along the other two cubic axes give $(1/2,0)$ and $(-1/2,1/2)$ for the same pair of products, and so are also M points. At K, by contrast, the products are $(1/3,1/3)$ up to sign and integers. No integer shift turns a half into a third, so no X point projects onto K.

The lengths show the scale. The in-plane lattice constant is $a=a_c/\sqrt2$, roughly 0.31 nm. The projected X point has length
$$
|\mathbf X_\parallel|=\frac{2\pi}{a_c}\sqrt{\frac23}
=\frac{2\pi}{\sqrt3\,a}\approx12\ \text{nm}^{-1},
$$
equal to the length of M, while K has length $4\pi/(3a)\approx14\ \text{nm}^{-1}$. The nearest M and K points are $2\pi/(3a)\approx6.8\ \text{nm}^{-1}$ apart, half the length of K, so the two positions are clearly distinct.

Every point on M-L has the in-plane wave vector M. The three fitted gaps therefore all belong to the M family, while the 2H gap belongs to K. Because each fitted gap is set by the lowest valley, it shows that $E_{\rm K}$ is not below $E_{\rm M}$ in that polytype, but it does not give the value of $E_{\rm K}$ there or in 2H. Even if the fitted line described the M family perfectly up to $h=1$, a lower K valley would pull the actual gap below it.

The excess can be divided as
$$
\Delta=\left[E_{\rm line}(1)-E_{\rm M}^{\rm 2H}\right]
+\left[E_{\rm M}^{\rm 2H}-E_{\rm K}^{\rm 2H}\right].
$$
The second bracket is not negative, because K is the minimum in 2H. The first measures how far the M family itself departs from the line, and its sign is not known from the four gaps. The change of valley thus contributes to the overestimate, but its share cannot be found without the energy of the M valley in 2H.

### 6. Real crystals and neglected effects

The fitted values refer to ordered, unstrained crystals at low temperature. Optical measurements may give the energy for creating an exciton, an electron and a hole bound to each other, which is lower than the gap for free carriers. A hydrogenic estimate with an isotropic reduced mass of 0.25 electron masses and a relative permittivity of 10, both rough, gives a binding energy of
$$
13.6\ \text{eV}\times\frac{0.25}{10^2}=0.034\ \text{eV}.
$$
Warming also reduces the gap. The Varshni form, with rough parameters $\alpha=6.5\times10^{-4}$ eV/K and $\beta=1300$ K, gives a reduction between 0 and 300 K of
$$
\frac{\alpha T^2}{T+\beta}
=\frac{6.5\times10^{-4}\times300^2}{300+1300}\ \text{eV}=0.037\ \text{eV}.
$$
If either shift were the same in all four polytypes, it would cancel from $\Delta$, because the weights sum to one. Only differences between polytypes matter. As a rough allowance, give each gap an independent error as large as both shifts and the rounding together, $0.05+0.034+0.037=0.121$ eV. With the least favourable signs, $0.90-4.43\times0.121\approx0.36$ eV of the excess remains. Neither effect, at these sizes, reverses the conclusion. Anisotropic masses can make the exciton binding larger than the isotropic estimate, but the total error per gap would have to reach the 0.20 eV found in section 3 before the excess could vanish. Strain, heavy doping and stacking faults are not included in this estimate.

The error matters for an ultraviolet detector. Using $\lambda=hc/E$, where $h$ here is Planck's constant, 4.20 eV corresponds to 295 nm and 3.3 eV to 376 nm. These are energy equivalents, not sharp absorption edges, since absorption across an indirect gap also involves a phonon. A designer who trusted the line would nevertheless place the 2H threshold about 80 nm too far into the ultraviolet, or between about 60 and 100 nm when the rounding of the gaps is allowed for.
